\section*{Copper ion diffusion among wells of Gaussian depth}

\section*{Problem}

Copper ions of charge $+e$ hop between nearest-neighbour sites of a simple cubic lattice of spacing $a$, a crude picture of an amorphous dielectric. The well energies $E_i$ are independent Gaussian variables of mean zero and standard deviation $\sigma$; a negative $E_i$ is a deep well. Every hop crosses a saddle of the same energy $B$. With $\beta=1/k_BT$, the hop rate from site $i$ to each of its six neighbours is
\begin{equation}
w_i=\nu\,e^{-\beta(B-E_i)} .
\end{equation}
The ions are dilute and do not interact, and $\nu$, $B$ and $\sigma$ do not depend on temperature. The apparent activation energy is the local slope of the Arrhenius plot,
\begin{equation}
E_{\rm app}=-\frac{d\ln D}{d\beta}.
\end{equation}
For $\sigma=0.1$ eV and $T=400$ K, by how much does $E_{\rm app}$ differ from its value $B$ on an ordered lattice with the same mean well depth and the same saddle? What happens to the drift velocity in a field?

\section*{A tempting solution}

On an ordered lattice $D=a^2w$. With disorder the rate varies from site to site, so one replaces $w$ by its average over the sites, written $\langle\cdots\rangle$:
\begin{equation}
D\stackrel{?}{=}a^2\langle w\rangle=a^2\nu e^{-\beta B}\langle e^{\beta E}\rangle
=a^2\nu e^{-\beta B+\beta^2\sigma^2/2}.
\end{equation}
Differentiation gives $E_{\rm app}=B-\beta\sigma^2$. At 400 K, $k_BT=0.03447$ eV, so $\beta\sigma^2=0.01/0.03447=0.290$ eV. Disorder would lower the activation energy by 0.29 eV, because shallow wells release their ions quickly.

\section*{Where it fails}

The Gaussian integral is right; the weights are wrong. The average $\langle w\rangle$ counts every site equally, as if an ion were equally likely to be found in any well. Let $p_i$ be the probability of finding the ion at site $i$. It obeys
\begin{equation}
\frac{dp_i}{dt}=\sum_{j\,{\rm next\ to}\,i}w_jp_j-6w_ip_i .
\end{equation}
Equal $p_i$ do not make the right side vanish when the rates differ: ions leave the shallow wells and collect in the deep ones. The right side does vanish when $w_ip_i$ is the same at all sites, which means $p_i\propto1/w_i\propto e^{-\beta E_i}$, the Boltzmann distribution.

Two kinds of well show the size of the error. Let half the sites have rate 1 and half rate 0.001, in some unit. The site average is 0.5005. With $p_i\propto 1/w_i$ the mean hop rate is $2/(1+1000)=0.0020$, since the ion spends nearly all its time in the slow wells.

\section*{The right solution}

\subsection*{Diffusion coefficient}

Let $X$ be the ion's displacement along one axis. During $dt$ an ion at site $i$ jumps by $+a$ with probability $w_i\,dt$ and by $-a$ with the same probability. The mean change of $X^2$ is
\begin{equation}
w_i\,dt\left[(X+a)^2-X^2+(X-a)^2-X^2\right]=2a^2w_i\,dt .
\end{equation}
The terms linear in $X$ cancel because the common saddle makes both directions equally likely from any well. Averaging over the ion's position gives
\begin{equation}
\frac{d\langle X^2\rangle}{dt}=2a^2\sum_ip_i(t)\,w_i .
\label{eq:msd}
\end{equation}
For ions in equilibrium over $N$ sites, $p_i=e^{-\beta E_i}/\sum_je^{-\beta E_j}$, so the factors $e^{\pm\beta E_i}$ cancel in each product:
\begin{equation}
\sum_ip_iw_i=\sum_i\frac{\nu e^{-\beta B}}{\sum_je^{-\beta E_j}}
=\frac{\nu e^{-\beta B}}{N^{-1}\sum_je^{-\beta E_j}} .
\end{equation}
This is constant in time. Comparison with $\langle X^2\rangle=2Dt$ gives, for a large sample,
\begin{equation}
D=\frac{a^2\nu e^{-\beta B}}{\langle e^{-\beta E}\rangle}.
\label{eq:D}
\end{equation}
Since $1/w\propto e^{-\beta E}$, it is the dwell times that are averaged over sites, not the rates.

\subsection*{Gaussian average and slope}

Completing the square,
\begin{equation}
-\frac{E^2}{2\sigma^2}-\beta E=-\frac{(E+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2},
\label{eq:square}
\end{equation}
and the remaining Gaussian integrates to one. Hence
\begin{align}
\langle e^{-\beta E}\rangle&=e^{\beta^2\sigma^2/2},\\
\ln D&=\ln(a^2\nu)-\beta B-\tfrac12\beta^2\sigma^2,\label{eq:lnD}\\
E_{\rm app}&=B+\beta\sigma^2=B+\frac{\sigma^2}{k_BT}.
\end{align}
Disorder raises the apparent activation energy by 0.29 eV at 400 K. The tempting answer had the right size and the wrong sign.

The physical content appears on differentiating (\ref{eq:D}) for any distribution of wells:
\begin{equation}
E_{\rm app}-B=\frac{d}{d\beta}\ln\langle e^{-\beta E}\rangle
=-\frac{\langle E\,e^{-\beta E}\rangle}{\langle e^{-\beta E}\rangle}.
\label{eq:mean}
\end{equation}
The rise is the depth, below the mean well, of the average occupied well. By (\ref{eq:square}) the occupied wells form a Gaussian of unchanged width 0.10 eV centred at $-0.29$ eV, and ions must climb to the saddle from there.

\subsection*{Slope and barrier are different quantities}

The effective barrier at a single temperature, $-k_BT\ln(D/a^2\nu)=B+\beta\sigma^2/2$, rises by only 0.145 eV. The slope rises twice as much because the occupied wells become deeper on cooling. The tangent to the Arrhenius plot therefore has a larger prefactor. Inserting $B=E_{\rm app}-\beta\sigma^2$ in (\ref{eq:lnD}) gives
\begin{equation}
D=\left(a^2\nu\,e^{\beta^2\sigma^2/2}\right)e^{-\beta E_{\rm app}} .
\end{equation}
At 400 K the prefactor is enhanced 67 times, and $D$ itself is reduced 67 times.

A straight line through two temperatures measures a secant, whose rise is
\begin{equation}
\frac{\sigma^2}{2}\,\frac{\beta_1^2-\beta_2^2}{\beta_1-\beta_2}=\frac{\sigma^2(\beta_1+\beta_2)}{2},
\end{equation}
or 0.295 eV between 350 and 450 K. At high temperature the rise vanishes as $1/T$. On cooling it grows until the deepest wells present are reached: by (\ref{eq:mean}) it cannot exceed the depth of the deepest one.

\subsection*{Drift in a field}

A field $F$ along one axis lowers the forward saddle by $eFa/2$ and raises the backward one equally. With $x=eFa/2k_BT$ the rates along the field are $w_ie^{x}$ and $w_ie^{-x}$; the four sideways rates stay $w_i$. If $w_ip_i$ is the same at all sites, gain and loss at each site are both $w_ip_i(e^x+e^{-x}+4)$, so the Boltzmann weights remain stationary. The drift velocity is
\begin{equation}
v=a\sum_ip_iw_i(e^x-e^{-x})=\frac{2D}{a}\sinh x .
\label{eq:v}
\end{equation}
At fixed $F$, $x$ is proportional to $\beta$, so $d\ln\sinh x/d\beta=(x/\beta)\coth x$ and
\begin{equation}
-\frac{d\ln v}{d\beta}=B+\beta\sigma^2-k_BT\,x\coth x .
\end{equation}
The last term is the same on the ordered lattice. In this model disorder raises the slope of the drift velocity by the same $\beta\sigma^2$ at any field.

\section*{Numbers for a thin film}

Take $B=0.8$ eV, $a=0.5$ nm, $\nu=10^{13}$ s$^{-1}$, a film of thickness $L=100$ nm and $F=1$ MV/cm. Then $E_{\rm app}=0.80+0.29=1.09$ eV, and
\begin{align}
a^2\nu&=(5\times10^{-8}\,{\rm cm})^2\times10^{13}\,{\rm s^{-1}}=0.025\ {\rm cm^2/s},\\
D&=\frac{0.025\,e^{-0.8/0.03447}}{67.2}=\frac{2.08\times10^{-12}}{67.2}=3.1\times10^{-14}\ {\rm cm^2/s}.
\end{align}
The low-field mobility is $eD/k_BT=9.0\times10^{-13}$ cm$^2$/Vs. The field does work $eFa=0.05$ eV in a forward hop, so $x=0.05/(2\times0.03447)=0.725$ and $\sinh x/x=1.09$: the velocity is 9\% above the linear law. It is
\begin{equation}
v=9.0\times10^{-13}\times10^{6}\times1.09=9.8\times10^{-7}\ {\rm cm/s},
\end{equation}
and $L/v=10$ s. The activation energy of $v$ at this field is 1.05 eV. The remaining values are in the numerical output.

\section*{When the rise is not seen}

\textbf{Ions not yet equilibrated.} Just after ions are placed at random, all $p_i$ are equal and (\ref{eq:msd}) gives the tempting formula. Its slope, lowered by 0.29 eV, describes that first moment. An ion in a well at $-0.29$ eV stays on average $e^{\beta E_{\rm app}}/6\nu=0.9$ s, and many of the wells occupied in equilibrium are deeper still, so at 400 K the approach to equilibrium is slow: in a simulation of the hops, the rate in (\ref{eq:msd}) is still about 1.7 times its equilibrium value after 0.9 s and 1.2 times after 10 s.

\textbf{Steady permeation.} Define the activity $z_i=p_ie^{\beta E_i}$, where $p_i$ is now the mean number of ions at site $i$. The net flow from $i$ to a neighbour $j$ is $w_ip_i-w_jp_j=\nu e^{-\beta B}(z_i-z_j)$, which contains no well energy. Between contacts that hold $z$ fixed, the steady flux is therefore independent of the well disorder; the stored number $\sum_iz_ie^{-\beta E_i}$ is not. For one random chain of 40 sites, with one contact at zero activity, the flux ratio to the ordered chain is 1.000000, while the chain stores 25 times as many ions.

\textbf{A missing tail.} The occupied wells lie 2.9 standard deviations below the mean. If wells deeper than $3\sigma$ are absent, the rise is 0.22 eV; with the cut at $4\sigma$ it is 0.26 eV. The value 0.29 eV thus depends on the distribution being Gaussian far from its centre.

\textbf{Few wells visited.} The mean advance per hop is $2a\sinh x/(2\cosh x+4)$, so one crossing takes $(L/a)(\cosh x+2)/\sinh x\approx830$ hops. An exponentially distributed wait of mean $\tau$ has mean square $2\tau^2$. Since $\tau\propto e^{-\beta E}$, the relative variance of one wait is
\begin{equation}
\frac{2\langle e^{-2\beta E}\rangle}{\langle e^{-\beta E}\rangle^2}-1=2e^{\beta^2\sigma^2}-1\approx9000 .
\end{equation}
If the visits are treated as independent, the relative scatter of one ion's transit time is $\sqrt{9000/830}\approx3.3$; returns to the same well make it somewhat larger. The 10 s is a mean over many ions, and a single crossing says little about it.

\textbf{Filled wells.} If a well holds at most one ion, the occupation is $f_i=1/(1+e^{\beta(E_i-\mu)})$, with $\mu$ fixed by the mean filling $c$. Then $w_if_i=\nu e^{-\beta B}e^{\beta\mu}(1-f_i)$. Replacing the blocking factors $(1-f_i)(1-f_j)$ of a hop by $(1-c)^2$, a mean-field step, makes the mobility per ion proportional to $e^{\beta\mu}/c$, apart from factors independent of disorder. At fixed $c$ the rise is $-\partial(\beta\mu)/\partial\beta$: 0.289, 0.271 and 0.193 eV for $c=10^{-6}$, $10^{-4}$ and $10^{-2}$.

\textbf{Scattered saddles.} For independent Gaussian saddles of spread 0.05 eV, a computed random network of hops lowers the slope by 0.015 eV on cells of $9^3$ sites and by 0.016 eV on larger cells, leaving a net rise of about 0.274 eV.

\section*{Relation to real films}

The parameters are round values, not fitted to copper ions in any particular film. Because $D$ depends exponentially on the assumed $B$ and $\sigma$, its absolute value and the 10 s transit time are not predictions for a real dielectric. The chosen film and field correspond to 10 V across 100 nm; they serve as an illustration, not as a description of a working device. One assumption that can fail in a device is that of a fixed, dilute ion population, since a copper electrode can keep supplying ions. At $c=10^{-6}$, or $8\times10^{15}$ cm$^{-3}$, and relative permittivity 3, the repulsion at the mean ion distance is 0.01 eV and the space-charge field across the film is 0.05 MV/cm. The first is small against $k_BT$ and the second against the applied 1 MV/cm. Without an applied field the space charge is not negligible: its potential across the film reaches about 0.24 V, or $7k_BT/e$, and the Debye length is 27 nm, so a zero-field diffusion measurement in this film needs a lower filling or compensating charge. At $c=10^{-4}$ that field would be a hundred times larger, about 5 MV/cm, well above the applied one. The uniform-field model then fails, although well filling alone would take only 0.02 eV off the rise. In the opposite extreme of steady permeation between contacts of fixed activity, the contribution of well disorder to the slope of the flux is zero. In this model an activation energy thus contains the full 0.29 eV when the measurement follows the motion of a dilute, equilibrated population. The mean time of complete transits contains it too, even if the ions enter at random sites, because on their way they sample the deep wells. That mean is set by rare long waits. In a simulation of the hops three quarters of the ions cross faster than the mean, and the median transit time, about 7 s, shows a rise of only about 0.23 eV; a measurement of first or half arrival therefore does not contain the full rise.

\section*{Computed results}
\begin{verbatim}
well spread sigma = 0.1 eV, mean barrier B = 0.8 eV, T = 400 K
site spacing = 0.5 nm, attempt frequency = 1e+13 1/s
film = 100 nm, field = 1.0 MV/cm, permittivity = 3.0
thermal energy kT = 0.03447 eV, sigma/kT = 2.9011
rise of Arrhenius slope, formula = 0.2901 eV
rise of Arrhenius slope, quadrature = 0.2901 eV
rise of effective barrier at one T = 0.1451 eV
secant rise, 350 to 450 K = 0.2947 eV
apparent activation energy = 1.0901 eV
slowdown and prefactor enhancement = 67.24
true prefactor a^2 nu = 2.500e-02 cm2/s
apparent prefactor = 1.681e+00 cm2/s
D without disorder = 2.082e-12 cm2/s
D with disorder = 3.096e-14 cm2/s
mean energy of occupied wells = -0.2901 eV, width 0.1000 eV
slope change just after random placement = -0.2901 eV
permeation flux, disordered/ordered = 1.000000
ions stored in that 40-site chain, ratio = 25.2
low-field mobility = 8.981e-13 cm2/Vs
field parameter x = 0.7253, sinh(x)/x = 1.0900
drift velocity = 9.789e-07 cm/s
mean transit time = 10.22 s
activation energy of drift velocity = 1.0498 eV
mean dwell time per visit, no field = 1.346e-02 s
dwell time in well at -0.29 eV = 0.905 s
rise if wells deeper than 3 sigma are absent = 0.2165 eV
rise if wells deeper than 4 sigma are absent = 0.2649 eV
rise if wells deeper than 5 sigma are absent = 0.2856 eV
relative variance of mean dwell time over sites = 4520
hops in one film crossing = 828
relative scatter of one ion's transit, estimate = 3.30
rise at 1e-06 ions per site, mean field = 0.2889 eV
rise at 1e-04 ions per site, mean field = 0.2711 eV
rise at 1e-02 ions per site, mean field = 0.1929 eV
slope change from saddle spread 0.05 eV = -0.0151 +/- 0.0005 eV
ion density = 8.00e+15 1/cm3
repulsion at mean ion distance = 0.0096 eV
space-charge field across film = 0.0483 MV/cm
Wigner tunnelling factor = 1.0600
tunnelling crossover temperature = 76 K
\end{verbatim}
